# Optimal Field Drop in a Uniform Punch-Through Drift Layer

## What scaling fixes

A drift layer must hold a voltage $V$ when the device is off and carry current with little loss when it is on. Its designer chooses a donor density $N$ and a thickness $W$. The layer may nowhere exceed a critical field $E_c$, its permittivity is $\varepsilon$, and $q>0$ is the elementary charge. From these quantities one can form a length $V/E_c$ and a density $\varepsilon E_c^2/(qV)$, so we write

$$W=\frac{V}{E_c}\,w,\qquad N=\frac{\varepsilon E_c^2}{qV}\,\nu ,$$

with $w$ and $\nu$ pure numbers. Let the mobility be $\mu=KN^{-a}$, where $K$ is a constant. The on-state resistance times area is then

$$R=\frac{W}{q\mu N}=\frac{W N^{-(1-a)}}{qK}
=\frac{1}{qK}\,\frac{V}{E_c}\left(\frac{\varepsilon E_c^2}{qV}\right)^{-(1-a)} w\,\nu^{-(1-a)} .$$

All material constants and the voltage stand in a common factor. The limit on the field also becomes free of them in these variables, as Lemma 1 will show. The best $w$ and $\nu$ therefore depend on $a$ alone. So does the fraction of the peak field lost across the layer, which is $qNW/(\varepsilon E_c)=\nu w$. Scaling also gives $R_{\min}\propto V^{2-a}E_c^{-(3-2a)}$. It remains to find the function of $a$.

## Assumptions and theorem

The layer is n-type and uniformly doped. It lies between a one-sided p–n junction at $z=0$ and a heavily doped n-type contact at $z=W$. The voltage dropped outside the layer is neglected, and $V$ includes the built-in potential. In the on state all donors are ionized, the current is uniform and ohmic, and $R$ counts the layer alone. The mobility law is $\mu=\mu_r(N/N_r)^{-a}$ with $0<a<1$, so that $K=\mu_rN_r^a$. The critical field does not depend on $N$ or $W$.

**Theorem.** Among all layers $(N,W)$ that hold a given $V$ with a peak field not above $E_c$, exactly one has the least $R$. It is fully depleted, its peak field equals $E_c$, and its field drops from the junction to the contact by the fraction

$$x_*=\frac{2(1-a)}{3-2a}$$

of the peak.

The word "drops" refers to the field. The voltage across the layer is $V$ throughout.

## Field and voltage

**Lemma 1.** Let $E_p$ be the field magnitude at the junction under the voltage $V$. If $V\ge qNW^2/(2\varepsilon)$, the layer is fully depleted and

$$E_p=\frac{V}{W}+\frac{qNW}{2\varepsilon}.$$

Otherwise it is depleted to the depth $d=\sqrt{2\varepsilon V/(qN)}<W$, and $E_p=\sqrt{2qNV/\varepsilon}$.

*Proof.* The ionized donors are positive and the charge on the p side is negative, so the field points towards $-z$. Write its component as $F_z=-E$ with $E\ge0$. Gauss's law, $dF_z/dz=qN/\varepsilon$, becomes $dE/dz=-qN/\varepsilon$, and hence

$$E(z)=E_p-\frac{qN}{\varepsilon}z .$$

The potential rises by $V=\int E\,dz$. For full depletion this integral runs to $W$:

$$V=E_pW-\frac{qNW^2}{2\varepsilon}.$$

Solving for $E_p$ gives the first formula. The field at the contact is $E_p-qNW/\varepsilon=V/W-qNW/(2\varepsilon)$, which is non-negative under the stated condition. If the condition fails, the field reaches zero at a depth $d<W$, where $E_p=qNd/\varepsilon$. The area of the triangle is $V=E_pd/2=qNd^2/(2\varepsilon)$. This gives $d$, and then $E_p=qNd/\varepsilon=\sqrt{2qNV/\varepsilon}$. $\square$

In the scaled variables the two peak fields are $E_p/E_c=1/w+\nu w/2$ and $E_p/E_c=\sqrt{2\nu}$, and the boundary between them is $\nu w^2=2$. No material constant is left, which completes the scaling argument.

For a fully depleted layer define the field-drop fraction

$$x=\frac{E(0)-E(W)}{E(0)}=\frac{qNW}{\varepsilon E_p},\qquad 0<x\le1 .$$

At $x=1$ the field is a triangle that just reaches zero at the contact. A smaller $x$ gives a trapezoid, called punch-through because the depletion region reaches the contact before the full voltage is applied.

## Resistance as a function of the field profile

**Lemma 2.** A layer that is not fully depleted cannot be optimal. For fully depleted layers,

$$R=\frac{V^{2-a}}{K q^{a}\varepsilon^{1-a}E_p^{3-2a}}\;g(x),\qquad
g(x)=x^{-(1-a)}\left(1-\frac{x}{2}\right)^{-(2-a)} .$$

*Proof.* If $d<W$, remove the undepleted part and keep $N$. The field profile and the peak field are unchanged, while $R$, which is proportional to $W$ at fixed $N$, becomes smaller. The original layer was not optimal.

For a fully depleted layer, put $qNW/\varepsilon=E_px$ into the voltage equation:

$$V=E_pW\left(1-\frac{x}{2}\right)\quad\Rightarrow\quad W=\frac{V}{E_p(1-x/2)},\qquad N=\frac{\varepsilon E_px}{qW}.$$

Each pair $(E_p,x)$ thus fixes one layer, and each fully depleted layer has one such pair. Inserting $N$ into $R=WN^{-(1-a)}/(qK)$ gives

$$R=\frac{1}{qK}\left(\frac{\varepsilon E_px}{q}\right)^{-(1-a)}W^{1+(1-a)} .$$

The power of $q$ is $-1+(1-a)=-a$. With $W^{2-a}=V^{2-a}E_p^{-(2-a)}(1-x/2)^{-(2-a)}$, the power of $E_p$ is $-(1-a)-(2-a)=-(3-2a)$. This is the stated result. $\square$

The two factors of $g$ show the competition. More doping supplies carriers, which lowers $x^{-(1-a)}$. It also tilts the field, so that the average field falls to $E_p(1-x/2)$ and a thicker layer is needed. The thickness enters with the power $2-a$: once as the length of the current path, and $1-a$ times because, at fixed $x$ and $E_p$, a thicker layer must be more lightly doped.

## Proof of the theorem

By Lemma 2 only fully depleted layers need be compared. At fixed $x$, $R$ decreases with $E_p$ because $3-2a>0$. The best peak field is therefore the largest allowed one, $E_p=E_c$. What remains is to minimize $g$ on $0<x\le1$. From

$$\ln g=-(1-a)\ln x-(2-a)\ln\left(1-\frac{x}{2}\right)$$

we obtain

$$\frac{d\ln g}{dx}=-\frac{1-a}{x}+\frac{(2-a)/2}{1-x/2}
=-\frac{1-a}{x}+\frac{2-a}{2-x}.$$

Setting this to zero and multiplying by $x(2-x)$ gives

$$(2-a)x=(1-a)(2-x)\quad\Rightarrow\quad x\,[(2-a)+(1-a)]=2(1-a),$$

which is $x_*=2(1-a)/(3-2a)$. It is positive since $a<1$, and $1-x_*=1/(3-2a)>0$, so it lies inside the allowed interval. The second derivative,

$$\frac{d^2\ln g}{dx^2}=\frac{1-a}{x^2}+\frac{2-a}{(2-x)^2},$$

is positive throughout the interval. Hence $\ln g$ is strictly convex and the stationary point is its one minimum. $\square$

The field left at the contact is $E_c/(3-2a)$. At the triangular end, $x=1$, the slope is $d\ln g/dx=(2-a)-(1-a)=1$ for every $a$. Starting from a triangular field, a small reduction of $x$ therefore lowers $R$ by the same relative amount, whatever the mobility exponent.

## Design formulas and limiting cases

**Corollary.** Since $1-x_*/2=(2-a)/(3-2a)$, the optimal layer has

$$W_*=\frac{3-2a}{2-a}\,\frac{V}{E_c},\qquad
N_*=\frac{\varepsilon E_cx_*}{qW_*}=\frac{2(1-a)(2-a)}{(3-2a)^2}\,\frac{\varepsilon E_c^2}{qV}.$$

The triangular layer at the same $V$ and $E_c$ has $W_1=2V/E_c$ and $N_1=\varepsilon E_c^2/(2qV)$. The ratio of the resistances is

$$\frac{R_*}{R_1}=\frac{g(x_*)}{g(1)}
=\frac{1}{2^{2-a}}\left[\frac{3-2a}{2(1-a)}\right]^{1-a}\left[\frac{3-2a}{2-a}\right]^{2-a}
=\frac{(3-2a)^{3-2a}}{2^{3-2a}(1-a)^{1-a}(2-a)^{2-a}} .$$

Numerical minimization of $R$ over the doping, with the thickness found from the integrated field, gives:

| $a$ | $x_*$ | $R_*/R_1$ |
|---|---|---|
| 0.10 | 0.643 | 0.833 |
| 0.25 | 0.600 | 0.814 |
| 0.50 | 0.500 | 0.770 |
| 0.75 | 0.333 | 0.695 |
| 0.90 | 0.167 | 0.614 |

**Constant mobility, $a\to0$.** The fraction tends to $2/3$ and the resistance ratio to $3^3/(2^3\cdot2^2)=27/32$. The contact field is then one third of the peak.

**Strong doping dependence, $a\to1$.** The conductivity $q\mu N\propto N^{1-a}$ hardly depends on doping, so extra donors tilt the field without much gain in conduction. The fraction tends to zero and the field becomes nearly uniform. Since $(1-a)^{1-a}\to1$, the resistance ratio tends to $1/2$, which is the ratio of the thicknesses $V/E_c$ and $2V/E_c$. At $a=1$ itself no optimum exists within the model: $R$ falls steadily as $N\to0$ but does not reach its lower bound at any positive doping. The assumption of a power law would fail long before that limit.

**Other profiles.** If $V$ and $E_c$ stay fixed but another $x$ is chosen, then

$$\frac{R}{R_*}=\left(\frac{x_*}{x}\right)^{1-a}\left(\frac{2-x_*}{2-x}\right)^{2-a}.$$

For $a=0.1$ this is 1.037 at $x=0.5$ and 1.038 at $x=0.8$, but 1.121 at $x=0.4$ and 1.101 at $x=0.9$. The minimum is flat: the field drop may miss its best value appreciably at a cost of a few percent in resistance.

## When mobility or critical field follows another law

**Proposition.** Let $\mu(N)$ and $E_c(N)$ be smooth and positive, with local exponents

$$a=-\frac{d\ln\mu}{d\ln N},\qquad b=\frac{d\ln E_c}{d\ln N}.$$

An optimal layer with $0<x<1$ must satisfy

$$x=\frac{2(1-a+b)}{3-2a},$$

with $a$ and $b$ taken at its own doping. If both exponents are constant, with $0<a<1$ and $a-1<b<1/2$, this layer is the minimum.

*Proof.* At fixed $N$, $R$ is proportional to $W$, so the thinnest allowed layer is best. For a fully depleted layer $dE_p/dW=-V/W^2+qN/(2\varepsilon)\le0$, so thinning raises the peak field until it meets $E_c(N)$. The voltage condition is then $V=E_cW-qNW^2/(2\varepsilon)$. Differentiate it with respect to $\ln N$ at fixed $V$, with $s=d\ln W/d\ln N$:

$$0=E_cW(b+s)-\frac{qNW^2}{2\varepsilon}(1+2s).$$

Division by $E_cW$ gives $b+s-\tfrac{x}{2}(1+2s)=0$, or

$$s=\frac{x/2-b}{1-x}.$$

From $R=W/(q\mu N)$ we have $d\ln R/d\ln N=s+a-1$, which vanishes at $s=1-a$. Therefore

$$(1-a)(1-x)=\frac{x}{2}-b\quad\Rightarrow\quad 1-a+b=x\left(\frac12+1-a\right),$$

which is the stated formula.

For constant exponents, $x>0$ requires $b>a-1$, and $x<1$ requires $b<1/2$. Moreover,

$$\frac{ds}{dx}=\frac{1/2-b}{(1-x)^2}>0,\qquad
\frac{d\ln x}{d\ln N}=1+s-b=\frac{(1-2b)(1-x/2)}{1-x}>0 .$$

So $s+a-1$ increases with doping and changes sign once, from negative to positive. The stationary layer is the minimum. $\square$

The theorem is the case $b=0$. At given $a$, a critical field that rises with doping increases the optimal drop. For constant exponents, if this field equals the fixed $E_c$ at the doping $N_*$, the optimal doping also lies above $N_*$.

## A 1500 V layer

Take $V=1500$ V, $E_c=2.5$ MV/cm, relative permittivity 10, $a=0.1$, and a mobility of 900 cm²/Vs at $N_r=10^{16}$ cm⁻³. The theorem gives

$$x_*=\frac{2\times0.9}{2.8}=0.643,$$

$$W_*=\frac{2.8}{1.9}\times\frac{1500\ \text{V}}{2.5\times10^6\ \text{V/cm}}=8.84\ \mu\text{m}.$$

The doping formula gives $N_*=1.00\times10^{16}$ cm⁻³, where the mobility is 900 cm²/Vs to three figures. The contact field is $2.5/2.8=0.893$ MV/cm. The resistance, evaluated with the unrounded thickness, doping and mobility (the rounded factors shown would give 0.613), is

$$R_*=\frac{8.84\times10^{-4}\ \text{cm}}{q\,(900\ \text{cm}^2/\text{Vs})(1.00\times10^{16}\ \text{cm}^{-3})}=0.611\ \text{m}\Omega\,\text{cm}^2 .$$

The triangular layer for the same voltage and critical field is 12.0 µm thick, is doped to $1.15\times10^{16}$ cm⁻³ and has 0.733 mΩ cm². The punch-through layer has the lower resistance although it is more lightly doped, because its shorter path outweighs the loss of carriers. If the voltage is doubled and the layer redesigned at the same $E_c$, $R_*$ grows by $2^{1.9}=3.73$. If instead $E_c$ is doubled at the same voltage, $R_*$ falls to $2^{-2.8}=0.144$ of its value.

**Remark on avalanche.** A fixed critical field stands in for a condition on the whole field profile. Suppose electrons and holes ionize at the same rate per length, $\alpha=A\exp(-B/E)$. Breakdown then occurs when $\int_0^W\alpha\,dz=1$. Take $B=15$ MV/cm, a rough value, and set $A=2.28\times10^6$ cm⁻¹ so that the layer above breaks down at 1500 V. A new numerical minimization at this breakdown voltage gives $x=0.735$, a peak field of 2.53 MV/cm, $N=1.09\times10^{16}$ cm⁻³, $W=9.38$ µm and $R=0.600$ mΩ cm². The optimal drop has moved noticeably, yet the fixed-field design has only 1.8% more resistance than this new optimum. These numbers belong to the model with equal rates; in silicon carbide holes ionize more readily than electrons, and the size of the shift depends on the ionization rates used.

The Proposition explains the shift. Since $dz=-(\varepsilon/qN)\,dE$, the leading term of the integral for $B\gg E_p$ is

$$\int_0^W\alpha\,dz\simeq\frac{\varepsilon A}{qN}\,\frac{E_p^2}{B}\,e^{-B/E_p},$$

where the small contribution of the contact end is dropped. Keeping it equal to one while $N$ changes requires $(2+B/E_p)\,d\ln E_p=d\ln N$, so $b\simeq1/(2+6)=0.125$. The numerical local exponent is 0.130, and $2(0.9+0.130)/2.8$ reproduces the fraction 0.735 within rounding.

**Remark on the mobility law.** For $\mu\propto[1+(N/N_0)^{0.8}]^{-1}$ with $N_0=2\times10^{17}$ cm⁻³ and the same fixed $E_c$, the numerical optimum has the local exponent $a=0.067$ and $x=0.651$. Replacing this law by a power law with $a=0.1$ thus matters less for the field drop than fixing the critical field.

## Comparison with a real device

The parameters lie in the rough regime of a kilovolt-class silicon carbide switch that blocks with a p–n junction; they are round values, not data for a particular device. The largest correction to $R$ estimated here is heating. If mobility varies as $T^{-2.4}$, a rough law, $R$ at 425 K is 2.3 times its value at 300 K. A common factor in the mobility does not move $x_*$; if heating also weakened the doping dependence, $x_*$ would rise towards $2/3$. Real devices also break down at their edges: if the edge holds 85% of the planar breakdown voltage, a planar layer redesigned to compensate at the same $E_c$ has 1.36 times the resistance. This figure is low, because the redesigned layer is more lightly doped and its critical field falls: in the avalanche model of the remark above the factor is 1.47, and doubling the voltage multiplies $R$ by 5.1 rather than 3.73. A substrate 100 µm thick with resistivity 0.020 Ω cm adds 0.200 mΩ cm², about a third of the layer's own resistance, but being constant it leaves $x_*$ unchanged. Channel, contacts and current spreading add further resistance that is not estimated here.

The remaining assumptions can be sized with similarly rough inputs:

- **Donor ionization.** Let $N_c=1.7\times10^{19}$ cm⁻³ be the effective density of conduction-band states, and take a donor depth of 0.06 eV and a donor degeneracy of 2. The balance $n[1+(2n/N_c)e^{0.06\,\text{eV}/kT}]=N$ at 300 K gives $n/N=0.988$. Since $n/N_c=5.8\times10^{-4}$, the electrons are non-degenerate. A single shallow level is a favourable case. Nitrogen in 4H silicon carbide also occupies a deeper site; with half of the donors at 0.061 eV and half at 0.126 eV, again rough values, $n/N$ is 0.93, the least $R$ is 7% higher and the optimal drop is 0.627.
- **Anisotropy.** A mobility 1.2 times larger along the current multiplies $R$ by 0.833 and leaves $x_*$ unchanged.
- **Zero-bias depletion.** A built-in potential of 3.0 V depletes 0.575 µm, or 6.5% of the thickness. Where current passes beside a p region, this part of the layer is not fully available for conduction.
- **Ohmic transport.** At 300 A/cm² the on-state field is $JR/W=207$ V/cm. This is far below $2.2\times10^4$ V/cm, the ratio of a saturation velocity of $2\times10^7$ cm/s to the mobility.
- **Tunnelling.** For a gap $G=3.2$ eV, a mass $m=0.3$ electron masses and a triangular barrier, the band-to-band exponent is

$$\frac{2}{\hbar}\int_0^{G/(qE_c)}\sqrt{2m(G-qE_cz)}\,dz=\frac{4\sqrt{2m}\,G^{3/2}}{3\hbar qE_c}=86 ,$$

so the transmission factor $e^{-86}$ is negligible in this estimate. The exponent depends on the barrier model: a two-band dispersion, in which the decay constant vanishes at both band edges, lowers it by the factor $3\pi/16$ to 50, which is still negligible. The estimate does not cover a metal contact or defects.

As a design rule, the fraction $2(1-a)/(3-2a)$ thus applies to a uniform layer at fixed voltage and fixed critical field. When avalanche sets the limit, the critical field rises with doping, with $b$ of order 0.1 as in the model above, and the formula with $b$ should replace it; the optimal drop is then larger, while the cost in resistance of ignoring $b$ was below 2% in that model.

Numerical values quoted here were computed with a short program.
